# Ground-state hyperfine splitting for any nuclear spin: deuterium and ³He⁺

## Problem

A one-electron atom or ion is in its 1S state. Its nucleus has charge number $Z$, spin $I\ge 1/2$ and magnetic moment $\mu_I$. This moment is signed: it is the $z$ component in the state $m_I=I$. The total angular momentum is $F=I\pm1/2$.

(a) Find the signed splitting
$$\Delta\nu=\frac{E(F=I+\tfrac12)-E(F=I-\tfrac12)}{h},$$
including the leading effect of the finite nuclear mass and the relativistic (Breit) factor.

(b) Evaluate it for deuterium and for $^3\mathrm{He}^+$. Which level lies lower in each, and how many digits can be trusted?

The moments in nuclear magnetons are 2.7928473 for the proton, 0.8574382 for the deuteron and $-2.1276253$ for the helion, the nucleus of $^3$He. Their spins are $1/2$, $1$ and $1/2$.

Treat the nucleus as a point with a magnetic dipole, and work to first order in the magnetic coupling. This requires a splitting small compared with the distance to the excited electronic levels. Spins $\mathbf S$ and $\mathbf I$ are in units of $\hbar$, $e>0$, and $a_0$ is the Bohr radius for a fixed nucleus.

## First estimate by scaling

The electron's moment is about one Bohr magneton $\mu_B$, spread over a volume of order $(a_0/Z)^3$. The magnetic field at the nucleus is therefore of order $\mu_0\mu_BZ^3/a_0^3$, and the energy of the nuclear moment in it scales as
$$|\Delta\nu|\propto Z^3|\mu_I|.$$

Hydrogen can set the scale; its splitting is roughly 1.4 GHz. For deuterium,
$$1.4\times\frac{0.8574}{2.7928}\approx0.43\ \text{GHz},$$
and for $^3\mathrm{He}^+$,
$$1.4\times2^3\times\frac{2.1276}{2.7928}\approx8.5\ \text{GHz}.$$

The negative helion moment should reverse the level order found in hydrogen. The estimate takes no account of the size of the nuclear spin, which differs between deuterium and hydrogen.

## Solution

### The field at the nucleus

The electron's spin moment is $-g_e\mu_B\mathbf S$, with $g_e>0$. In a 1S state it is distributed with the spherical density $|\psi(r)|^2$, giving the magnetization
$$\mathbf M(r)=M(r)\,\mathbf n,\qquad \mathbf M(r)=-g_e\mu_B\mathbf S\,|\psi(r)|^2 .$$
The constant vector $\mathbf n$ stands for the spin direction. Everything below is linear in it, so the result also holds for the spin operator. The 1S wave function is real and carries no orbital current. What remains is the current bound to the magnetization,
$$\mathbf J=\nabla\times(M\mathbf n)=M'(r)\,\hat{\mathbf r}\times\mathbf n .$$

In the Biot–Savart law, the vector from the source point to the centre is $-\mathbf r$. Hence
$$\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r
=-\frac{\mu_0}{4\pi}\int\frac{M'(r)}{r^2}\,(\hat{\mathbf r}\times\mathbf n)\times\hat{\mathbf r}\;d^3r .$$
The double product is $\mathbf n-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf n)$. Averaged over directions, the second term is $\mathbf n/3$, so $2\mathbf n/3$ remains. With $d^3r\to4\pi r^2dr$,
$$\mathbf B(0)=-\frac{2\mu_0}{3}\mathbf n\int_0^\infty M'(r)\,dr=\frac{2\mu_0}{3}\mathbf M(0),$$
because $M$ vanishes at infinity. The field depends on the density at a single point, although the current producing it is spread over the whole atom.

### The spin Hamiltonian

Within the nuclear ground state of spin $I$, any vector operator is proportional to $\mathbf I$. The definition of $\mu_I$ fixes the coefficient: $\boldsymbol\mu=\mu_I\mathbf I/I$. The energy is
$$H=-\boldsymbol\mu\cdot\mathbf B(0)=A\,\mathbf S\cdot\mathbf I,\qquad
A=\frac{2\mu_0}{3}g_e\mu_B\frac{\mu_I}{I}|\psi(0)|^2 .$$
The two minus signs, from the magnetic energy and from the electron's charge, have cancelled.

A nucleus with $I\ge1$, such as the deuteron, may also have an electric quadrupole moment. It does not contribute here at first order: the spherical 1S charge distribution has no electric field gradient of quadrupole form at the centre.

### The density at the nucleus

Let $m_r=m_eM_N/(m_e+M_N)$ be the reduced mass for nuclear mass $M_N$. Try $\psi=Ce^{-\kappa r}$ in
$$-\frac{\hbar^2}{2m_r}\left(\psi''+\frac2r\psi'\right)-\frac{Ze^2}{4\pi\varepsilon_0r}\psi=E\psi .$$
Since $\psi'=-\kappa\psi$ and $\psi''=\kappa^2\psi$, the terms in $1/r$ cancel if
$$\frac{\hbar^2\kappa}{m_r}=\frac{Ze^2}{4\pi\varepsilon_0}
\quad\Longrightarrow\quad \kappa=\frac{Z}{a_0}\frac{m_r}{m_e}.$$
Normalization requires
$$1=4\pi C^2\int_0^\infty r^2e^{-2\kappa r}dr=4\pi C^2\frac{2}{(2\kappa)^3}=\frac{\pi C^2}{\kappa^3},$$
so that
$$|\psi(0)|^2=C^2=\frac{Z^3}{\pi a_0^3}\left(\frac{m_r}{m_e}\right)^3 .$$
The reduced mass enters through the relative motion. The magneton $\mu_B=e\hbar/2m_e$ keeps the electron mass, because it describes the electron's own moment.

### Levels for arbitrary nuclear spin

Squaring $\mathbf F=\mathbf S+\mathbf I$ gives
$$2\,\mathbf S\cdot\mathbf I=F(F+1)-I(I+1)-\tfrac34 .$$
For $F=I+\tfrac12$, $F(F+1)=I^2+2I+\tfrac34$, and the right side is $I$. For $F=I-\tfrac12$, $F(F+1)=I^2-\tfrac14$, and the right side is $-I-1$. Therefore
$$E_{I+1/2}=\frac{AI}{2},\qquad E_{I-1/2}=-\frac{A(I+1)}2,$$
and
$$h\Delta\nu=A\left(I+\tfrac12\right).$$
The levels contain $2I+2$ and $2I$ states. Their weighted sum is $(2I+2)AI/2-2I\,A(I+1)/2=0$, so the coupling does not move the centre of gravity.

Since $A$ contains $\mu_I/I$, the splitting is proportional to
$$\mu_I\frac{2I+1}{2I}.$$
The last factor is 2 for $I=1/2$, $3/2$ for $I=1$, and tends to 1 for large $I$. To see why, keep $a=AI$ fixed, which fixes the nuclear moment. The levels are $a/2$ and $-a/2-a/(2I)$. For large $I$ they are the two symmetric energies of an electron spin beside a classical magnet. At small $I$ the lower-$F$ level has the extra shift $-a/(2I)$.

### The Breit factor

For the relativistic correction take a fixed nucleus and the Dirac Hamiltonian
$$H_D=c\,\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta m_ec^2+V,\qquad V=-\frac{Z\alpha\hbar c}{r}.$$
Here $\mathbf A$ is the nuclear vector potential, $\alpha$ without an arrow or bold type is the fine-structure constant, and $\boldsymbol\alpha$ has the Pauli matrices $\boldsymbol\sigma$ in its off-diagonal blocks. Without $\mathbf A$, try
$$\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix}g(r)\chi\\ i f(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},$$
with a constant spinor $\chi$. Using $\mathbf p=-i\hbar\nabla$, $\nabla\cdot(f\hat{\mathbf r})=f'+2f/r$ and $\nabla\times(f\hat{\mathbf r})=0$, the two halves of the Dirac equation become
$$(E-V-m_ec^2)g=\hbar c\left(f'+\frac{2f}{r}\right),\qquad
(E-V+m_ec^2)f=-\hbar c\,g' .$$

Set $k=Z/a_0=Z\alpha m_ec/\hbar$, and try $g=Nr^{\gamma-1}e^{-kr}$, $f=\rho g$. Then $g'=[(\gamma-1)/r-k]g$. The $1/r$ terms require
$$Z\alpha=\rho(1+\gamma),\qquad \rho Z\alpha=1-\gamma .$$
Their product gives $\gamma=\sqrt{1-(Z\alpha)^2}$, and the second gives $\rho=(1-\gamma)/(Z\alpha)$. The constant terms require
$$E-m_ec^2=-\rho\hbar ck,\qquad \rho(E+m_ec^2)=\hbar ck .$$
With $\hbar ck=Z\alpha m_ec^2$, the first yields $E=\gamma m_ec^2$. The second is then $\rho(1+\gamma)=Z\alpha$, already satisfied. As $Z\alpha\to0$, $g$ becomes the 1S exponential, so this is the required state.

The nuclear dipole has $\mathbf A=\mu_0\,\boldsymbol\mu\times\hat{\mathbf r}/(4\pi r^2)$. Its first-order energy is $W=ec\langle\boldsymbol\alpha\cdot\mathbf A\rangle$. The two off-diagonal contributions give
$$\psi^\dagger\boldsymbol\alpha\cdot\mathbf A\,\psi
=\frac{igf}{4\pi}\chi^\dagger[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\hat{\mathbf r}]\chi
=-\frac{gf}{2\pi}\langle\boldsymbol\sigma\rangle\cdot(\mathbf A\times\hat{\mathbf r}),$$
since the commutator is $2i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})$. The directional average of $(\boldsymbol\mu\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu)-\boldsymbol\mu$ is $-2\boldsymbol\mu/3$. Integration over volume gives
$$W=ec\,\frac{\mu_0}{4\pi}\,\frac43\,\langle\boldsymbol\sigma\rangle\cdot\boldsymbol\mu\int_0^\infty gf\,dr .$$

For the normalization, note that
$$1+\rho^2=1+\frac{(1-\gamma)^2}{1-\gamma^2}=\frac2{1+\gamma}.$$
The condition $\int(g^2+f^2)r^2dr=1$ therefore reads
$$N^2\,\frac{2}{1+\gamma}\,\frac{\Gamma(2\gamma+1)}{(2k)^{2\gamma+1}}=1 .$$
Insert this $N^2$ and use $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$:
$$\int_0^\infty gf\,dr=\rho N^2\frac{\Gamma(2\gamma-1)}{(2k)^{2\gamma-1}}
=\frac{\rho(1+\gamma)}2\,\frac{4k^2}{2\gamma(2\gamma-1)}
=\frac{Z\alpha k^2}{\gamma(2\gamma-1)} .$$

When $Z\alpha\to0$ the denominator tends to 1. Then, using $Z\alpha=\hbar k/(m_ec)$, $e\hbar/m_e=2\mu_B$ and $k^3=\pi|\psi(0)|^2$,
$$W\to\frac{2\mu_0}{3}\mu_B|\psi(0)|^2\langle\boldsymbol\sigma\rangle\cdot\boldsymbol\mu .$$
With $\boldsymbol\sigma=2\mathbf S$ this is the earlier coupling for $g_e=2$. Relativity thus multiplies it by
$$B=\frac1{\gamma(2\gamma-1)} .$$
For small $x=(Z\alpha)^2$, $\gamma\approx1-x/2$ and $2\gamma-1\approx1-x$, hence
$$B\approx\frac1{1-3x/2}\approx1+\frac32(Z\alpha)^2 .$$

The expansion is for light atoms. At $Z=40$ the full factor is 1.1453, while the leading expansion gives 1.128. The integral for a point nucleus converges at the origin if $2\gamma-1>0$, that is, for $Z\alpha<\sqrt3/2$. These are point-nucleus values, and for real nuclei the model fails well before that limit: spreading the charge and magnetization over a uniform sphere of realistic radius lowers the splitting by roughly 1% at $Z=40$ and by more than 10% at $Z=83$. The boxed result below is therefore quantitative only for light ions.

### Result

The Dirac equation supplies $g_e=2$; the slightly larger actual moment is included by the factor $g_e/2$. The electron moment and the reduced mass already appear together in the nonrelativistic $A$. Multiplying by the Breit factor as well is an assumption: that factor was derived for a fixed nucleus and $g_e=2$, so the products it generates need not equal the true cross terms. The answer to (a) is
$$\boxed{\Delta\nu=\frac{4\mu_0\mu_B\mu_I}{3h}\,\frac{2I+1}{2I}\,\frac{Z^3}{\pi a_0^3}\;\frac{g_e}{2}\left(\frac{m_r}{m_e}\right)^3\frac1{\gamma(2\gamma-1)}}$$

The part before $g_e/2$ is the bare splitting. For hydrogen it is 1421.160 MHz. Deuterium follows by changing the moment and the spin factor from 2 to $3/2$:
$$1421.160\times\frac{0.8574382}{2.7928473}\times\frac{3/2}{2}=327.235\ \text{MHz}.$$
The mass ratio $m_e/M_N=2.72444\times10^{-4}$ gives $(1+m_e/M_N)^{-3}=0.99918311$. In the order moment, mass, Breit,
$$\Delta\nu_{\rm D}=327.235\times1.00115965\times0.99918311\times1.00007988=327.373\ \text{MHz}.$$

For $^3\mathrm{He}^+$ the bare value is $-8661.254$ MHz, and
$$\Delta\nu_{\rm He}=-8661.254\times1.00115965\times0.99945434\times1.00031960=-8669.336\ \text{MHz}.$$

The splittings are **327 MHz** for deuterium (the model value rounds to 327.4 MHz, but its fourth digit is not secured) and **8.67 GHz, inverted,** for $^3\mathrm{He}^+$. The reliability of the last digits is discussed in the comparison below.

In deuterium $F=3/2$ lies 109 MHz above the centre of gravity and $F=1/2$ lies 218 MHz below it. In $^3\mathrm{He}^+$ the triplet $F=1$ lies 2.17 GHz below the centre and the singlet $F=0$ lies 6.50 GHz above it.

The inversion has a direct magnetic meaning. The field at the nucleus points along the electron's moment, so the energy is lower when the two moments are aligned. The electron's moment is opposite to its spin. For a positive nuclear moment, aligned moments mean opposed spins, and the smaller $F$ is lower. The helion's moment is also opposite to its spin, so aligned moments mean aligned spins, and $F=1$ is lower.

## Comparison

| System | Scaling estimate | Solution |
|---|---:|---:|
| Deuterium | 0.43 GHz | 0.3274 GHz |
| $^3\mathrm{He}^+$ | 8.5 GHz | 8.67 GHz |

For deuterium the estimate is 31% above the solution. The main cause is the missing spin factor: going from $I=1/2$ to $I=1$ multiplies the splitting by $(3/2)/2=3/4$. With it, the estimate becomes 0.32 GHz. For $^3\mathrm{He}^+$ the nuclear spin is the same as in hydrogen, the factor cancels, and the unrounded estimate, 8.53 GHz, is 1.6% below the solution. Most of that comes from rounding the hydrogen reference to 1.4 GHz; the same formula gives 1420.599 MHz.

A ratio removes this rounding. The calculated deuterium-to-hydrogen ratio is 0.230447, whereas moments and spin factors alone give 0.230259. The remaining relative difference, $8.2\times10^{-4}$, is the ratio of the reduced-mass factors, $0.99918311/0.99836793$. The electron moment and Breit factors are common to both atoms and cancel in this model. Between $^3\mathrm{He}^+$ and hydrogen the Breit factors do not cancel, because $Z$ differs.

The last digit of the deuterium result needs care. Without the Breit factor the value is 327.347 MHz, which rounds to 327.3; with it, 327.373 MHz rounds to 327.4. The margin above the rounding edge at 327.35 MHz is 0.023 MHz. Radiative corrections that depend on the binding have been omitted. Their relative scale is $\alpha(Z\alpha)$, or 0.017 MHz here, before a numerical coefficient. This is a scale and not a bound, and it does not include the omitted nuclear size and structure or further recoil effects. Thus 327.4 MHz is the correctly rounded result of this model, but the model does not secure its fourth digit.

For $^3\mathrm{He}^+$ the Breit factor adds 2.77 MHz to the magnitude, and the same radiative scale is 0.92 MHz. The magnitude lies 4.3 MHz above the nearer rounding edge, 8665 MHz. This margin is nearly five times the radiative scale, against little more than one for deuterium. That comparison leaves out the numerical coefficient and the nuclear size, which for a uniformly charged and magnetized sphere of radius $R$ reduces the magnitude by a fraction of about $2ZR/a_0$; for $R\approx2.5$ fm this is $2\times10^{-4}$, or about 1.7 MHz. Together these could use up much of the margin, so the model makes the third digit of 8.67 GHz plausible but does not guarantee it. The inversion is much less delicate: it follows from the sign of the moment, and the omitted radiative scale is about $10^{-4}$ of the splitting. The factors and level shifts for all three systems are listed in the numerical output.

## Values computed for the example and the checks

```
electron g factor (positive): 2.00231930
fine-structure constant: 0.007297353
central field / (mu0 M(0)), quadrature: 0.666667
density test, numeric/formula: 0.999965
Breit factor at Z=40, Dirac quadrature: 1.145285
Breit factor at Z=40, closed form: 1.145285
H: Z = 1, I = 0.5
H: nuclear moment: 2.7928473 nuclear magnetons
H: m_e / nuclear mass: 5.4461702e-04
H: bare splitting, g=2, fixed nucleus: 1421.160 MHz
H: factor g_e/2: 1.00115965
H: reduced-mass factor: 0.99836793
H: Breit factor: 1.00007988
H: splitting without Breit: 1420.485 MHz
H: A/h: 1420.599 MHz
H: shift of F=1.0: 355.150 MHz
H: shift of F=0.0: -1065.449 MHz
H: final signed splitting: 1420.599 MHz
H: omitted scale alpha(Z alpha)*|splitting|: 0.076 MHz
D: Z = 1, I = 1.0
D: nuclear moment: 0.8574382 nuclear magnetons
D: m_e / nuclear mass: 2.7244371e-04
D: bare splitting, g=2, fixed nucleus: 327.235 MHz
D: factor g_e/2: 1.00115965
D: reduced-mass factor: 0.99918311
D: Breit factor: 1.00007988
D: splitting without Breit: 327.347 MHz
D: A/h: 218.249 MHz
D: shift of F=1.5: 109.124 MHz
D: shift of F=0.5: -218.249 MHz
D: final signed splitting: 327.373 MHz
D: omitted scale alpha(Z alpha)*|splitting|: 0.017 MHz
3He+: Z = 2, I = 0.5
3He+: nuclear moment: -2.1276253 nuclear magnetons
3He+: m_e / nuclear mass: 1.8195431e-04
3He+: bare splitting, g=2, fixed nucleus: -8661.254 MHz
3He+: factor g_e/2: 1.00115965
3He+: reduced-mass factor: 0.99945434
3He+: Breit factor: 1.00031960
3He+: splitting without Breit: -8666.566 MHz
3He+: A/h: -8669.336 MHz
3He+: shift of F=1.0: -2167.334 MHz
3He+: shift of F=0.0: 6502.002 MHz
3He+: final signed splitting: -8669.336 MHz
3He+: omitted scale alpha(Z alpha)*|splitting|: 0.923 MHz
3He+: final signed splitting: -8.67 GHz
D: splitting to one decimal: 327.4 MHz
D: distance above rounding edge 327.35 MHz: 0.023 MHz
D/H splitting ratio: 0.230447
```
